\section*{H-theorem for colliding fermions and displaced Fermi distributions, part 1}

(Sections cited here and not found follow in the second part.)

\section{Entropy production and the form of the stationary states}

\subsection{The question and the kinetic equation}

Suppose that an electric pulse has left the electrons of a clean conductor in an irregular momentum distribution. If the electrons collide with one another much more often than with impurities or lattice vibrations, their mutual collisions reshape the distribution before anything else can. These collisions exchange momentum and energy between electrons. They leave the total energy unchanged, and also the total momentum as long as umklapp processes, in which a reciprocal lattice vector is handed to the crystal, can be neglected; we assume this throughout. Which distributions do they leave alone, and how much of the initial state must be known to identify the one with the same conserved totals?

We treat a spatially uniform gas without external forces, in $d\geq2$ dimensions, with the parabolic dispersion $\varepsilon(\mathbf p)=p^2/2m$. Units are such that $\hbar=k_B=1$. The gas is spin-unpolarized: every spin component has the same occupation $f(\mathbf p,t)$. With spin degeneracy $g$ we abbreviate
\begin{equation}
\int_i=g\int\frac{d^dp_i}{(2\pi)^d},\qquad f_i=f(\mathbf p_i,t),
\end{equation}
so that $\int_1 f_1$ is the number of particles per volume. The kinetic equation for two-body collisions is
\begin{equation}
\frac{\partial f_1}{\partial t}
=\int_2\int_3\int_4 W(12|34)\,(B-A),
\label{eq:kinetic}
\end{equation}
with
\begin{align}
A&=f_1f_2(1-f_3)(1-f_4),\\
B&=f_3f_4(1-f_1)(1-f_2).
\end{align}
The product $A$ belongs to the loss process $12\to34$: the initial states must be occupied and the final states empty. The product $B$ belongs to the reverse process, which refills state 1. The equation neglects correlations between the particles before they collide. This is the assumption that introduces a direction of time.

The kernel has the structure
\begin{equation}
\begin{split}
W(12|34)={}&w(12|34)\,
\delta(\mathbf p_1+\mathbf p_2-\mathbf p_3-\mathbf p_4)\\
&\times\delta(\varepsilon_1+\varepsilon_2-\varepsilon_3-\varepsilon_4).
\end{split}
\label{eq:kernel}
\end{equation}
It is averaged over the spins of all four states. Integrating over both $3$ and $4$ counts each pair of final states twice, and the compensating factor $1/2$ is contained in $w$. We need three symmetries:
\begin{equation}
\begin{split}
W(12|34)&=W(21|34)=W(12|43),\\
W(12|34)&=W(34|12).
\end{split}
\label{eq:symmetry}
\end{equation}
The first line expresses that the particles are identical. The second says that a collision and its reverse have equal rates before the occupation factors are applied. In the Born approximation it follows from the hermiticity of the interaction $V$, because the rate is proportional to
\begin{equation}
|\langle34|V|12\rangle|^2=|\langle12|V|34\rangle|^2 .
\end{equation}
Beyond that approximation we take it as an assumption.

We also assume that $w$ is positive for almost all collisions allowed by the delta functions, that $f$ is continuous in momentum with $0<f<1$, and that $f$ decays so that all integrals below converge absolutely. The last condition also restricts $w$: for the unscreened Coulomb interaction the gain and loss integrals diverge separately at small momentum transfer, so for electrons a screened interaction is understood. Integration variables may then be relabelled, and time derivatives may be taken under the integral.

\subsection{Occupations stay between zero and one}

The unknown $f_1$ can be separated from the other factors in equation~\eqref{eq:kinetic}:
\begin{equation}
\frac{\partial f_1}{\partial t}=G_1(1-f_1)-L_1f_1,
\label{eq:gainloss}
\end{equation}
where
\begin{align}
G_1&=\int_2\int_3\int_4W(12|34)f_3f_4(1-f_2),\\
L_1&=\int_2\int_3\int_4W(12|34)f_2(1-f_3)(1-f_4).
\end{align}
Both coefficients are non-negative when the occupations lie between zero and one. At $f_1=0$ the rate is $G_1\geq0$, and at $f_1=1$ it is $-L_1\leq0$. The rate therefore never points out of the permitted interval.

The same form gives a step limit for a simple numerical scheme. For $G_1+L_1>0$, an explicit Euler step of length $\Delta t$ reads
\begin{align}
f_1'&=f_1+\Delta t\,[G_1-(G_1+L_1)f_1]\\
&=(1-s)f_1+s\,\frac{G_1}{G_1+L_1},\\
s&=\Delta t\,(G_1+L_1).
\end{align}
For $0\leq s\leq1$ this is a weighted mean of two numbers in $[0,1]$, so the new occupation lies there too. This condition protects the bounds on $f$; it is not a condition for accuracy.

\subsection{The symmetrized balance}

Let $\chi(\mathbf p)$ be any function for which the integrals exist. Multiplying equation~\eqref{eq:kinetic} by $\chi_1$ and integrating gives
\begin{equation}
I[\chi]\equiv\int_1\chi_1\frac{\partial f_1}{\partial t}
=\int_{1234}W(12|34)(B-A)\chi_1 .
\label{eq:first}
\end{equation}
Exchange the names $1$ and $2$. Neither $A$, $B$ nor $W$ changes, so
\begin{equation}
I[\chi]=\int_{1234}W(12|34)(B-A)\chi_2 .
\end{equation}
Next exchange the pair $(1,2)$ with the pair $(3,4)$ in equation~\eqref{eq:first}. The kernel is unchanged by the second line of~\eqref{eq:symmetry}, but $A$ and $B$ trade places:
\begin{equation}
I[\chi]=-\int_{1234}W(12|34)(B-A)\chi_3 .
\end{equation}
Exchanging $3$ and $4$ in this expression gives a fourth form with $-\chi_4$. The average of the four forms is
\begin{equation}
\begin{split}
I[\chi]=\frac14\int_{1234}&W(12|34)(B-A)\\
&\times(\chi_1+\chi_2-\chi_3-\chi_4).
\end{split}
\label{eq:weak}
\end{equation}

A function for which the last bracket vanishes in every allowed collision is called a collision invariant. The delta functions in~\eqref{eq:kernel} make $1$, the components of $\mathbf p$, and $p^2/2m$ collision invariants. Equation~\eqref{eq:weak} then gives
\begin{equation}
\frac{d}{dt}\int_1f_1=0,\quad
\frac{d}{dt}\int_1\mathbf p_1f_1=0,\quad
\frac{d}{dt}\int_1\frac{p_1^2}{2m}f_1=0 .
\end{equation}
A discretized collision term inherits these laws if each retained collision conserves momentum and energy on the grid and the retained set keeps the symmetries~\eqref{eq:symmetry}, so that every collision appears together with its exchanged and reversed orders at the same rate. If a final momentum is instead moved to a nearby grid point, the bracket for $p^2$ is in general not zero, and the energy drifts.

\subsection{The H-theorem}

The entropy per volume of independently occupied fermion states is
\begin{equation}
S[f]=-\int_1\left[f_1\ln f_1+(1-f_1)\ln(1-f_1)\right].
\label{eq:entropy}
\end{equation}
It vanishes for a state that is certainly empty or certainly full, and its integrand is largest at $f=1/2$. To differentiate it, we use
\begin{align}
\frac{d}{df}&\left[f\ln f+(1-f)\ln(1-f)\right]\nonumber\\
&=\ln f+1-\ln(1-f)-1\nonumber\\
&=\ln\frac{f}{1-f}\equiv\varphi .
\label{eq:phi}
\end{align}
Hence $dS/dt=-\int_1\varphi_1\,\partial f_1/\partial t=-I[\varphi]$. Equation~\eqref{eq:weak} with $\chi=\varphi$ requires the combination
\begin{align}
\varphi_1&+\varphi_2-\varphi_3-\varphi_4\nonumber\\
&=\ln\frac{f_1f_2(1-f_3)(1-f_4)}{(1-f_1)(1-f_2)f_3f_4}
=\ln\frac AB .
\end{align}
The minus sign in front of $I[\varphi]$ turns $B-A$ into $A-B$, and therefore
\begin{equation}
\frac{dS}{dt}=\frac14\int_{1234}W(12|34)(A-B)\ln\frac AB\geq0 .
\label{eq:H}
\end{equation}
The inequality holds for each collision separately: the logarithm is positive for $A>B$ and negative for $A<B$, so it has the same sign as $A-B$. This is the H-theorem for $H=-S$. An individual occupation may rise and later fall, but the total entropy does not decrease.

\subsection{What a stationary state must satisfy}

In a stationary state $S$ is constant, so the integral in~\eqref{eq:H} vanishes. Its integrand is non-negative, hence $A=B$ for almost all allowed collisions. To extend this to all of them we parametrize the collisions by total and relative momentum:
\begin{align}
\mathbf P&=\mathbf p_1+\mathbf p_2=\mathbf p_3+\mathbf p_4,\\
\mathbf k&=\tfrac12(\mathbf p_1-\mathbf p_2),\qquad
\mathbf k'=\tfrac12(\mathbf p_3-\mathbf p_4).
\end{align}
Since $\mathbf p_{1,2}=\mathbf P/2\pm\mathbf k$, the energy of the initial pair is
\begin{equation}
\varepsilon_1+\varepsilon_2=\frac{P^2}{4m}+\frac{k^2}{m},
\end{equation}
and the final pair has the same expression with $k'$. Energy conservation thus requires $|\mathbf k'|=|\mathbf k|$. The vector $\mathbf k'$ may have any direction on a sphere, or on a circle for $d=2$. An exceptional set of measure zero in the variables $\mathbf P$, $\mathbf k$ and the direction of $\mathbf k'$ contains no open region. Each exceptional collision is therefore a limit of collisions with $A=B$, and continuity of $f$ gives $A=B$ there as well. Taking the logarithm,
\begin{equation}
\varphi_1+\varphi_2=\varphi_3+\varphi_4
\quad\text{for every allowed collision.}
\label{eq:invariant}
\end{equation}

In one dimension the sphere shrinks to the two points $k'=\pm k$. The final pair is then the initial pair, possibly with the names exchanged, so $A=B$ for any $f$ whatever. Two-body collisions in one dimension with this dispersion do not change the distribution, and the condition $d\geq2$ is essential.

\subsection{All continuous collision invariants}

It remains to solve~\eqref{eq:invariant}. Let $\mathbf a$ and $\mathbf b$ be orthogonal. The collision
\begin{equation}
(\mathbf a,\mathbf b)\longrightarrow(\mathbf a+\mathbf b,\mathbf 0)
\end{equation}
conserves momentum. It conserves energy because $|\mathbf a+\mathbf b|^2=a^2+b^2$ when $\mathbf a\cdot\mathbf b=0$. With $\psi(\mathbf p)=\varphi(\mathbf p)-\varphi(\mathbf0)$, equation~\eqref{eq:invariant} becomes
\begin{equation}
\psi(\mathbf a+\mathbf b)=\psi(\mathbf a)+\psi(\mathbf b),
\qquad \mathbf a\perp\mathbf b .
\label{eq:orth}
\end{equation}
If $\mathbf a\perp\mathbf b$, then also $-\mathbf a\perp-\mathbf b$. The even part $\psi_e(\mathbf p)=\frac12[\psi(\mathbf p)+\psi(-\mathbf p)]$ and the odd part $\psi_o=\psi-\psi_e$ therefore obey~\eqref{eq:orth} separately.

For the even part take two vectors of equal length, $|\mathbf v|=|\mathbf w|$, and set $\mathbf a=(\mathbf v+\mathbf w)/2$ and $\mathbf b=(\mathbf v-\mathbf w)/2$. Then $\mathbf a\cdot\mathbf b=(v^2-w^2)/4=0$, and
\begin{align}
\psi_e(\mathbf v)&=\psi_e(\mathbf a+\mathbf b)
=\psi_e(\mathbf a)+\psi_e(\mathbf b)\nonumber\\
&=\psi_e(\mathbf a)+\psi_e(-\mathbf b)
=\psi_e(\mathbf a-\mathbf b)=\psi_e(\mathbf w).
\end{align}
The even part depends on the length alone, so $\psi_e(\mathbf p)=q(p^2)$. Orthogonal vectors with squared lengths $x$ and $y$ give $q(x+y)=q(x)+q(y)$ for all $x,y\geq0$. Repeated addition yields $q(rx)=r\,q(x)$ for every positive rational $r$, and continuity extends this to real $r$. Thus $q(x)=cx$ and $\psi_e=cp^2$.

For the odd part let $\mathbf e$ and $\mathbf n$ be orthogonal unit vectors, $x,y\geq0$, and $h=\sqrt{xy}$. The vectors $x\mathbf e+h\mathbf n$ and $y\mathbf e-h\mathbf n$ are orthogonal, because their product is $xy-h^2=0$. Their sum is $(x+y)\mathbf e$. Applying~\eqref{eq:orth} first to this pair and then to the components of each vector gives
\begin{align}
\psi_o((x+y)\mathbf e)
&=\psi_o(x\mathbf e+h\mathbf n)+\psi_o(y\mathbf e-h\mathbf n)\nonumber\\
&=\psi_o(x\mathbf e)+\psi_o(h\mathbf n)\nonumber\\
&\quad+\psi_o(y\mathbf e)+\psi_o(-h\mathbf n)\nonumber\\
&=\psi_o(x\mathbf e)+\psi_o(y\mathbf e).
\end{align}
The terms with $h$ cancel because $\psi_o$ is odd. As before, continuity gives $\psi_o(x\mathbf e)=x\psi_o(\mathbf e)$ for $x\geq0$, and oddness extends it to negative $x$. Decomposing $\mathbf p$ into Cartesian components, which are mutually orthogonal, we find $\psi_o(\mathbf p)=\sum_ip_i\psi_o(\mathbf e_i)\equiv\mathbf b\cdot\mathbf p$, where $\mathbf b$ now denotes a constant vector.

\subsection{The displaced Fermi distribution}

With $\alpha=\varphi(\mathbf0)$ and $c=-\beta/2m$ the result is
\begin{equation}
\varphi(\mathbf p)=\alpha+\mathbf b\cdot\mathbf p-\frac{\beta p^2}{2m}.
\label{eq:linear}
\end{equation}
The density must be finite. For $\beta<0$ the occupation would tend to one at large momentum. For $\beta=0$ it would be at least $1/2$ throughout a half-space, or constant if also $\mathbf b=0$. All these cases have infinite density, so $\beta>0$. We define $T=1/\beta$ and $\mathbf u=\mathbf b/\beta$ and complete the square:
\begin{align}
\varphi&=\alpha-\frac{\beta}{2m}\left(p^2-2m\mathbf u\cdot\mathbf p\right)\nonumber\\
&=\alpha+\frac{\beta mu^2}{2}-\frac{\beta(\mathbf p-m\mathbf u)^2}{2m}.
\end{align}
With $\mu=\alpha/\beta+mu^2/2$, inversion of $\varphi=\ln[f/(1-f)]$ gives
\begin{equation}
F(\mathbf p)=\frac{1}{\exp\left\{\left[(\mathbf p-m\mathbf u)^2/2m-\mu\right]/T\right\}+1}.
\label{eq:F}
\end{equation}
Conversely, the $\varphi$ of this function is a sum of collision invariants. It therefore has $A=B$ in each collision, and~\eqref{eq:kinetic} gives $\partial F/\partial t=0$. Under the stated assumptions, the functions~\eqref{eq:F} are precisely the stationary states.

\section{Fixing the parameters, limits, and numerical examples}

\subsection{Symbols and results carried over}

The occupation $f(\mathbf p)$ belongs to a uniform gas of fermions with mass $m$ and spin degeneracy $g$, and $\int_{\mathbf p}=g\int d^dp/(2\pi)^d$ in units $\hbar=k_B=1$. In a collision $12\to34$ the loss and gain products are $A=f_1f_2(1-f_3)(1-f_4)$ and $B=f_3f_4(1-f_1)(1-f_2)$, and $W$ is the symmetric collision kernel. The entropy $S=-\int_{\mathbf p}[f\ln f+(1-f)\ln(1-f)]$ obeys
\begin{equation}
\frac{dS}{dt}=\frac14\int_{1234}W(A-B)\ln\frac AB\geq0 .
\label{eq:H2}
\end{equation}
For $d\geq2$ and continuous $0<f<1$ the stationary states are
\begin{equation}
F=\frac{1}{e^{-\varphi_F}+1},\qquad
\varphi_F=\frac{1}{T}\left[\mu-\frac{(\mathbf p-m\mathbf u)^2}{2m}\right],
\label{eq:F2}
\end{equation}
with drift velocity $\mathbf u$, temperature $T>0$ and comoving chemical potential $\mu$. The function $\varphi_F=\ln[F/(1-F)]$ is a linear combination of the conserved quantities $1$, $\mathbf p$ and $p^2$.

Under the stated assumptions, the stationary states are precisely the displaced Fermi distributions. It remains to show that the conserved densities of particles, momentum and energy select exactly one of them, and to calculate its parameters in examples.
